\section*{Muonic lead 1s binding for point and extended nuclei}

\section*{Question}

A single muon is bound in its 1s state to a lead nucleus, $Z=82$. Treat the nucleus as fixed and use the Dirac equation in its static potential $V(r)$. Two models are compared: a point charge, and a uniformly charged sphere of radius $R=7.1\times10^{-5}$ angstrom, a rough size for lead. Vacuum polarization, the diffuse nuclear surface, nuclear excitation and the atomic electrons are left out.

Use atomic units in the algebra. The muon mass is $m=206.768$ electron masses, $c=137.036$, and $mc^2=1.05658\times10^{8}$ eV. Write $E$ for the total energy, $\varepsilon=E-mc^2$, and $B=-\varepsilon$ for the binding energy.

\begin{enumerate}
\item[(a)] Derive the radial equations for an $s_{1/2}$ state.
\item[(b)] Find the 1s binding for the point nucleus. What fraction of this state's probability lies within $R$?
\item[(c)] Find the potential of the sphere and the oscillator frequency of its interior.
\item[(d)] Formulate the condition that fixes the sphere's 1s energy, and evaluate the binding numerically.
\item[(e)] Express $dE/dR$ and $\langle\beta\rangle$ through matrix elements. Use them to judge how the binding depends on the radius and on nuclear recoil.
\item[(f)] Estimate the energy by continuing the interior parabola to all $r$. Is the estimate a bound?
\item[(g)] It is claimed that the muon moves largely in the harmonic interior. Assess the claim, and find when it would be justified.
\end{enumerate}

\section*{Answer (a): radial equations}

The Hamiltonian is $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V$. For $s_{1/2}$ take
\begin{equation}
\psi=\frac{1}{\sqrt{4\pi}\,r}
\begin{pmatrix}P(r)\,\chi\\ -iQ(r)\,\sigma_r\chi\end{pmatrix},
\qquad \sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r},
\end{equation}
with a constant, normalized spinor $\chi$. Since $\sigma_r^2=1$, normalization reads $\int_0^\infty(P^2+Q^2)\,dr=1$.

With $\mathbf p=-i\nabla$, a radial function $f$ obeys $\boldsymbol\sigma\cdot\mathbf p\,f\chi=-if'\sigma_r\chi$. For a radial vector field $g\hat{\mathbf r}$ the curl vanishes and the divergence is $g'+2g/r$, so
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,(-ig\sigma_r\chi)
=-(g'+2g/r)\chi .
\end{equation}
Put $f=P/r$ and $g=Q/r$. Then $f'=(P'-P/r)/r$ and $g'+2g/r=(Q'+Q/r)/r$. The lower and upper rows of $H\psi=E\psi$ become
\begin{align}
P'&=\frac Pr+\frac{2mc^2+\varepsilon-V}{c}\,Q, \label{P}\\
Q'&=-\frac Qr-\frac{\varepsilon-V}{c}\,P. \label{Q}
\end{align}

\section*{Answer (b): point nucleus}

Set $V=-Z/r$ and try the nodeless form $P=Nr^\gamma e^{-\lambda r}$, $Q=qP$, for which $P'=(\gamma/r-\lambda)P$. In each radial equation the coefficients of $1/r$ and of $1$ must agree separately:
\begin{align}
\gamma-1&=\frac{Zq}{c}, & -\lambda&=\frac{(2mc^2+\varepsilon)q}{c},\\
q(\gamma+1)&=-\frac Zc, & q\lambda&=\frac{\varepsilon}{c}.
\end{align}
Multiplying the two equations on the left and dividing by $q$ gives $\gamma^2-1=-Z^2/c^2$. The positive root is the admissible one here, because $r^{-|\gamma|}$ with $|\gamma|\simeq0.8$ is not square integrable at the origin:
\begin{equation}
\gamma=\sqrt{1-Z^2/c^2},\qquad q=-\frac{(1-\gamma)c}{Z}.
\end{equation}
Eliminating $\lambda$ from the equations on the right gives $\varepsilon=-(2mc^2+\varepsilon)q^2$, or $\varepsilon=-2mc^2q^2/(1+q^2)$. Because $Z^2/c^2=(1-\gamma)(1+\gamma)$,
\begin{equation}
q^2=\frac{1-\gamma}{1+\gamma},\qquad 1+q^2=\frac{2}{1+\gamma},
\end{equation}
and therefore
\begin{equation}
B_{\rm point}=mc^2(1-\gamma).
\end{equation}
The decay constant is $\lambda=mc^2(1+\gamma)(1-\gamma)/Z=mZ$. For $Z\ll c$ the binding reduces to $mZ^2/2$, the Schr\"odinger value.

Here $Z/c=0.598383$ and $\gamma=0.801210$, so
\begin{equation}
B_{\rm point}=1.05658\times10^8\,(1-0.801210)\ {\rm eV}
=2.100\times10^7\ {\rm eV},
\end{equation}
or 21.0 MeV.

The density is proportional to $r^{2\gamma}e^{-2mZr}$. With $t=2mZr$, the fraction within $R$ is
\begin{equation}
\frac{\int_0^{2mZR}t^{2\gamma}e^{-t}\,dt}{\int_0^\infty t^{2\gamma}e^{-t}\,dt}=0.883 .
\end{equation}
The decay length $1/(mZ)=3.12\times10^{-5}$ angstrom is less than half of $R$. Most of this density therefore lies where a real nucleus does not produce a point-charge potential.

\section*{Answer (c): potential of the sphere}

The charge enclosed within $r<R$ is $Zr^3/R^3$. The muon has charge $-1$ and is attracted, so Gauss's law gives $V'=Zr/R^3$ inside. Integrating inward from the surface value $V(R)=-Z/R$,
\begin{equation}
V(r)=-\frac ZR-\int_r^R\frac{Zs}{R^3}\,ds
=-\frac{3Z}{2R}+\frac{Zr^2}{2R^3},\qquad r<R,
\end{equation}
while $V=-Z/r$ outside. Comparing the quadratic term with $\tfrac12m\omega^2r^2$ gives
\begin{equation}
\omega^2=\frac{Z}{mR^3}.
\end{equation}
The potential is $-2.495\times10^7$ eV at the centre and $-1.663\times10^7$ eV at the surface. The oscillator quantum is $\omega=1.103\times10^7$ eV, larger than the interior rise of $0.832\times10^7$ eV. The parabola ends before it has risen by one quantum.

\section*{Answer (d): energy with the sphere}

Near the origin $V$ is finite. The regular solution starts as $P\simeq ar$, and \eqref{Q} with $Q=kr^2$ requires $3k=-a[\varepsilon-V(0)]/c$. At large $r$, dropping $V$ and $1/r$ leaves a decaying exponential with
\begin{equation}
\frac QP\to-\sqrt{\frac{-\varepsilon}{2mc^2+\varepsilon}} .
\end{equation}
This follows by inserting $P\propto e^{-\mu r}$, $Q=qP$: the equations become $-\mu=(2mc^2+\varepsilon)q/c$ and $\mu q=\varepsilon/c$, whose ratio gives $q^2$. The sign is negative because $\mu>0$.

Integrate the regular solution outward and the decaying one inward to $R$. Since $V$ is finite there, both $P$ and $Q$ must be continuous. One relative constant can match both components if and only if
\begin{equation}
P_{\rm out}(R)Q_{\rm in}(R)-Q_{\rm out}(R)P_{\rm in}(R)=0 .
\end{equation}
Solving this condition numerically gives
\begin{equation}
B_{\rm sphere}=1.048\times10^7\ {\rm eV},
\end{equation}
or 10.5 MeV. Diagonalization of the same Hamiltonian in a kinetically balanced Gaussian basis, in which the derivatives of the large functions generate the small ones, gives the same value to the printed digits. There it is the lowest level above the negative-energy set, which identifies it as the 1s state.

The finite size removes $(2.100-1.048)\times10^7=1.052\times10^7$ eV, half of the point binding. It is not a small correction.

\section*{Answer (e): radius and mass matrix elements}

For a normalized eigenstate, the derivative of the energy with respect to a parameter is the mean derivative of the Hamiltonian; the terms from the changing state cancel by normalization. Only $V$ depends on $R$, and only for $r<R$:
\begin{equation}
\frac{dE}{dR}=\left\langle\frac{\partial V}{\partial R}\right\rangle
=\frac{3Z}{2R^2}\int_0^R\left(1-\frac{r^2}{R^2}\right)(P^2+Q^2)\,dr>0 .
\end{equation}
There is no surface term, because $V$ is continuous at $R$. A larger sphere binds less strongly.

For the mass, write $\mathbf r=R\mathbf x$. Momentum scales as $1/R$ and $V=Zv(x)/R$, where $v$ contains no parameters. Thus
\begin{equation}
H=\frac1R\left[c\,\boldsymbol\alpha\cdot\mathbf p_x+\beta(mR)c^2+Zv(x)\right],
\qquad E=\frac{F(mR)}{R}.
\end{equation}
Differentiation gives $R\,\partial_RE=-E+mF'(mR)$ and $m\,\partial_mE=mF'(mR)$. Since $\partial_mE=c^2\langle\beta\rangle$,
\begin{equation}
mc^2\langle\beta\rangle=E+R\frac{dE}{dR},\qquad
\langle\beta\rangle=\int_0^\infty(P^2-Q^2)\,dr .
\end{equation}
For the point nucleus the radius term is absent and $\langle\beta\rangle=E/mc^2=\gamma$. This agrees with $(1-q^2)/(1+q^2)=\gamma$ from part (b).

The interior matrix element gives $R\,dE/dR=5.465\times10^6$ eV. Hence
\begin{equation}
\langle\beta\rangle=
\frac{(105.658-10.484+5.465)\times10^6}{105.658\times10^6}=0.9525,
\end{equation}
in agreement with the value integrated from the wave function. A radius larger by one percent lowers the binding by about $5.5\times10^4$ eV, or 0.5 percent. A radius given to two figures therefore does not justify quoting the binding more finely than about 10.5 MeV.

For recoil, replace $m$ by the reduced mass as an estimate. From $B=mc^2-E$,
\begin{equation}
\delta B\simeq mc^2(1-\langle\beta\rangle)\frac{\delta m}{m}.
\end{equation}
For a nuclear mass of 208 atomic mass units this is $-2.7\times10^3$ eV, well below the effect of the uncertain radius.

\section*{Answer (f): oscillator estimate}

Use the Schr\"odinger equation for this estimate and continue the parabola to all $r$. With $u=re^{-r^2/(2b^2)}$,
\begin{equation}
-\frac{u''}{2m}=\left(\frac{3}{2mb^2}-\frac{r^2}{2mb^4}\right)u .
\end{equation}
The quadratic terms cancel if $b^2=1/(m\omega)$, leaving the oscillator energy $3/(2mb^2)=3\omega/2$. Thus
\begin{equation}
\varepsilon_{\rm osc}=-\frac{3Z}{2R}+\frac{3\omega}{2}
=(-24.946+16.539)\times10^6\ {\rm eV}
=-8.41\times10^6\ {\rm eV}.
\end{equation}

Outside the sphere, the continued parabola exceeds the true potential by
\begin{align}
V_{\rm par}-V
&=-\frac{3Z}{2R}+\frac{Zr^2}{2R^3}+\frac Zr
=\frac{Z(r^3-3R^2r+2R^3)}{2R^3r}\nonumber\\
&=\frac{Z(r-R)^2(r+2R)}{2R^3r}\ge0 .
\end{align}
Take the oscillator state as a trial state for the true potential. The variational principle then gives
\begin{equation}
\varepsilon_{\rm nr}\le
\varepsilon_{\rm osc}-\langle V_{\rm par}-V\rangle_{\rm osc}
<\varepsilon_{\rm osc},
\end{equation}
where $\varepsilon_{\rm nr}$ is the Schr\"odinger ground energy of the sphere. So $\varepsilon_{\rm osc}$ is an upper bound to that energy. This argument does not carry over directly to the Dirac Hamiltonian, which is unbounded below.

The middle expression is $-9.57\times10^6$ eV, and the numerical value of $\varepsilon_{\rm nr}$ is $-1.042\times10^7$ eV. The bare oscillator gives 81 percent of this nonrelativistic binding. Correcting the potential in the fixed oscillator state supplies $1.16\times10^6$ eV; letting the state adjust supplies another $0.85\times10^6$ eV.

The Dirac binding of the sphere exceeds the nonrelativistic one by only $6.6\times10^4$ eV. For the point nucleus, $mZ^2/2=\tfrac12mc^2(Z/c)^2=1.892\times10^7$ eV, and the corresponding excess is $2.1\times10^6$ eV.

\section*{Answer (g): does the muon move largely inside?}

As a statement about probability, the claim is false in this model. The Dirac state has 0.445 of its probability inside the sphere and 0.555 outside. The pure Schr\"odinger oscillator would have put 0.611 inside; the true exterior potential is lower than the continued parabola and lets the state spread outward.

The classical turning point confirms the importance of the exterior. From \eqref{P} and \eqref{Q}, with the $1/r$ terms dropped and $V$ treated as locally constant, the local classical momentum obeys $c^2p^2=(\varepsilon-V)(2mc^2+\varepsilon-V)$ and vanishes at $V=\varepsilon$. Since $B<Z/R$, this happens in the Coulomb region:
\begin{equation}
r_t=\frac ZB=R\,\frac{Z/R}{B}
=7.1\times10^{-5}\,\frac{16.631}{10.484}\ {\rm angstrom}
=1.13\times10^{-4}\ {\rm angstrom}.
\end{equation}

The interior does dominate a different quantity. It contributes $-9.22\times10^6$ eV to the mean potential energy, and the exterior $-6.41\times10^6$ eV. The interior share is
\begin{equation}
\frac{9.22}{9.22+6.41}=0.59 .
\end{equation}
Less than half of the probability carries more than half of the potential energy because the potential is deeper inside.

To find when the oscillator picture is justified, compare its length with $R$. From $b^2=1/(m\omega)$ and $\omega^2=Z/(mR^3)$,
\begin{equation}
\left(\frac bR\right)^4=\frac{1}{m^2\omega^2R^4}=\frac1{mZR}.
\end{equation}
The state is well confined to the parabola when $mZR\gg1$. In the opposite limit, $mZR\ll1$, the sphere is small compared with the Coulomb orbit. A definite criterion is that the oscillator's own turning point lie inside. Setting $\tfrac12m\omega^2r^2=\tfrac32\omega$ gives $r=\sqrt3\,b$, so the requirement is
\begin{equation}
\sqrt3\,b<R\quad\Longleftrightarrow\quad mZR>9 .
\end{equation}
This is a convenient choice, not a sharp threshold. It tests the oscillator picture as a whole and is much stricter than asking for half of the probability inside, which needs only a moderately larger $mZR$ than lead has. For muonic lead $mZR=7.1/3.121=2.27$, which falls short on both counts. The motion is intermediate: the harmonic interior supplies the larger share of the mean potential energy, but more than half of the probability lies in the Coulomb exterior, which is needed for both the energy and the state. The main computed values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Nuclear charge Z: 82 (dimensionless)
Muon mass m: 206.76828 electron masses
Speed of light c: 137.03600 atomic units
Coupling Z/c: 0.598383 (dimensionless)
Point exponent gamma: 0.801210 (dimensionless)
Sphere radius R: 7.1000e-05 angstrom
Sphere radius R: 1.34171e-04 bohr
Muon rest energy: 1.05658e+08 eV
Point binding, closed formula: 2.10038e+07 eV
Point binding, radial integration: 2.10038e+07 eV
Point binding: 21.004 MeV
Point-state decay length 1/(mZ): 3.1211e-05 angstrom
Point-state probability within R: 0.8833
Sphere binding, radial integration: 1.04840e+07 eV
Sphere binding, Gaussian basis: 1.04840e+07 eV
Sphere binding: 10.484 MeV
Binding lost to finite size: 1.05198e+07 eV
Potential at centre: -2.49459e+07 eV
Potential at surface: -1.66306e+07 eV
Oscillator quantum omega: 1.10263e+07 eV
Oscillator length: 5.7812e-05 angstrom
Oscillator ground energy: -8.40641e+06 eV
Oscillator state in true potential: -9.56800e+06 eV
Nonrelativistic sphere energy: -1.04182e+07 eV
Oscillator probability within R: 0.6109
Sphere Dirac probability within R: 0.4451
Sphere Dirac probability outside R: 0.5549
Interior part of mean potential: -9.22386e+06 eV
Exterior part of mean potential: -6.40933e+06 eV
Interior share of mean potential: 0.5900
Classical turning radius: 1.1263e-04 angstrom
Muon rms radius: 9.2395e-05 angstrom
Small-component weight: 0.02375
Mean beta: 0.952502
R dE/dR, interior matrix element: 5.46544e+06 eV
R dE/dR, finite difference: 5.46548e+06 eV
Energy change for 1 percent larger R: 5.46544e+04 eV
Reduced-mass change of binding: -2.73528e+03 eV
\end{verbatim}
